# Polar and Elastic Relaxation Rates of a Six-Direction Defect Dipole

An oxygen vacancy bound to an acceptor ion in a cubic perovskite can occupy any of the six oxygen sites around that ion. Each site gives the pair an electric dipole along one cubic axis and stretches or shrinks the crystal along the same axis. An electric field and a mechanical stress can therefore both reorient the pair, by the same vacancy hops. Yet, if the pair turns only by 90 degrees at a time, the electrical and mechanical signals relax at different rates. The reason is that one such turn erases the polarization on average, but changes the average elastic alignment to minus half its value.

## The model and the result

Let $\mathbf n_i$ be the six unit vectors $\pm\hat x,\pm\hat y,\pm\hat z$, and let $p_i(t)$ be the probability that a defect points along $\mathbf n_i$. The assumptions are these.

1. A defect jumps to each of its four perpendicular directions at rate $w$. Its total jump rate is therefore $4w$.
2. Direct 180-degree reversals do not occur.
3. Jumps have no memory, and defects are dilute enough to move independently.
4. Without applied forces, the six directions have equal energy.

The probability balance is

$$
\frac{dp_i}{dt}=w\sum_{j\perp i}(p_j-p_i). \tag{1}
$$

Two kinds of average describe the measured signals. The polarization is proportional to $\langle\mathbf n\rangle=\sum_i p_i\mathbf n_i$. The tetragonal elastic alignment along axis $k$ is

$$
q_k=\langle n_k^2\rangle-\tfrac13 ,
$$

which vanishes when the three axes are equally populated.

**Theorem.** Under assumptions 1 to 4,

$$
\langle n_k\rangle(t)=\langle n_k\rangle(0)\,e^{-4wt},\qquad
q_k(t)=q_k(0)\,e^{-6wt}. \tag{2}
$$

Now let a weak constant field or stress act on populations that differ from $1/6$ only by amounts of first order in that force. To this order, the deviations from the new equilibrium decay at the same two rates. The relaxation times $\tau_{\rm diel}=1/(4w)$ and $\tau_{\rm el}=1/(6w)$ have the ratio $3/2$.

## Proof without applied forces

**Lemma 1.** The difference and the sum of the two populations on one axis obey separate equations.

*Proof.* Write $p_{+k}$ and $p_{-k}$ for the two directions on axis $k$, and define

$$
m_k=p_{+k}-p_{-k},\qquad a_k=p_{+k}+p_{-k}.
$$

The four directions perpendicular to $k$ hold the remaining probability, $1-a_k$. Equation (1) becomes

$$
\frac{dp_{\pm k}}{dt}=w(1-a_k)-4w\,p_{\pm k}. \tag{3}
$$

The first term is the gain from the other axes; it is the same for both signs. The second is the loss through four exits. Subtracting the two equations cancels the gain:

$$
\frac{dm_k}{dt}=-4w\,m_k .
$$

Adding them doubles the gain:

$$
\frac{da_k}{dt}=2w(1-a_k)-4w\,a_k=2w-6w\,a_k
=-6w\left(a_k-\tfrac13\right). \tag{4}
$$

This proves the lemma. $\square$

Since $n_k=\pm1$ on axis $k$ and zero elsewhere, $\langle n_k\rangle=m_k$ and $\langle n_k^2\rangle=a_k$. Integrating the two equations gives (2). $\square$

The populations follow from $p_{\pm k}=(a_k\pm m_k)/2$:

$$
p_{\pm k}(t)=\frac16+\frac12\,q_k(0)e^{-6wt}
\pm\frac12\,m_k(0)e^{-4wt}. \tag{5}
$$

This is the full solution for any initial distribution. It contains one constant mode, three polar modes and two independent alignment modes, because $q_x+q_y+q_z=0$. These account for all six dimensions.

As a check, start with every defect along $+\hat z$, so that $m_z(0)=1$ and $q_z(0)=2/3$. The reversed population is

$$
p_{-z}=\frac16+\frac13e^{-6wt}-\frac12e^{-4wt}
=2w^2t^2+O(w^3t^3).
$$

The constant terms cancel, and so do the linear terms, $-2wt+2wt$. The quadratic terms give $6w^2t^2-4w^2t^2$. This is what two-step reversal requires: there are four intermediate directions, each contributing $w^2t^2/2$.

## What one jump does

The difference between the rates can be traced to a single jump. A dipole along $+\hat z$ goes with equal probability to $\pm\hat x$ or $\pm\hat y$. The average of these four vectors is zero, so one jump erases the polarization memory on average.

For alignment, consider $f=n_z^2-1/3$. On the $z$ axis $f=2/3$, and after a jump $f=-1/3$. On the $x$ axis $f=-1/3$; two of the four destinations lie on $z$ and two on $y$, so the average after a jump is

$$
\frac12\cdot\frac23+\frac12\cdot\left(-\frac13\right)=\frac16 .
$$

The $y$ axis gives the same result. In every case one jump multiplies the average of $f$ by $-1/2$. It does more than erase the alignment: it reverses its sign.

Let $c$ be the factor per jump, $0$ for polarization and $-1/2$ for alignment. Jumps occur at total rate $4w$ from every direction, so their number in time $t$ has a Poisson distribution. The remaining signal is

$$
\sum_{n=0}^{\infty}e^{-4wt}\frac{(4wt)^n}{n!}\,c^n
=e^{-4w(1-c)t}.
$$

This gives $4w$ for $c=0$ and $6w$ for $c=-1/2$.

The meaning of $w$ matters here. In terms of the total jump rate $\Gamma=4w$, the two decay rates are $\Gamma$ and $3\Gamma/2$.

**Remark on direct reversals.** Suppose that 180-degree jumps also occur, at rate $w'$. They add $w'(p_{\mp k}-p_{\pm k})$ to equation (3). This adds $-2w'm_k$ to the equation for $m_k$ and nothing to that for $a_k$. Hence

$$
r_{\rm diel}=4w+2w',\qquad r_{\rm el}=6w. \tag{6}
$$

At $w'=w$, all five other directions are reached equally fast and the two rates coincide. For $w'>w$, polarization decays faster than alignment. If $w=0$, reversals still destroy polarization, but the elastic alignment does not decay. The ratio $3/2$ thus depends on assumption 2.

## Weak fields and stresses

An applied force makes the orientation energies $U_i$ unequal and may also shift the barrier tops. Let $V_{ij}=V_{ji}$ be the shift of the barrier top between directions $i$ and $j$; it is symmetric because both jumps cross the same barrier. The thermally activated rate from $i$ to $j$ is

$$
k_{ij}=w\exp\left(\frac{U_i-V_{ij}}{kT}\right).
$$

**Lemma 2.** Let the populations differ from $1/6$ only by amounts of first order in the force. To this order, the barrier-top shifts do not affect the relaxation, and the rates remain $4w$ and $6w$.

*Proof.* Put $p_i=1/6+\delta_i$, with $\delta_i$ of first order. Expanding the balance equation and dropping products of small quantities gives

$$
\frac{d\delta_i}{dt}=w\sum_{j\perp i}(\delta_j-\delta_i)
+\frac{w}{6kT}\sum_{j\perp i}
\left[(U_j-V_{ji})-(U_i-V_{ij})\right].
$$

The barrier shifts cancel by symmetry. Let $\bar U$ be the mean of the six energies, and define

$$
y_i=\delta_i+\frac{U_i-\bar U}{6kT}.
$$

For a constant force, the equation becomes

$$
\frac{dy_i}{dt}=w\sum_{j\perp i}(y_j-y_i).
$$

This is equation (1) again, with $\sum_i y_i=0$. The polar and alignment parts of $y_i$ therefore decay at $4w$ and $6w$. The equilibrium, $y_i=0$, is

$$
\delta_i^{\rm eq}=-\frac{U_i-\bar U}{6kT}, \tag{7}
$$

which is the first-order Boltzmann distribution. $\square$

**Electric response.** Let the dipole moment be $\mu$ and the field $E$ point along $z$. Then $U_i=-\mu E n_{iz}$ and $\bar U=0$. Two directions have $n_{iz}^2=1$, so (7) gives

$$
\langle n_z\rangle_{\rm eq}
=\frac{\mu E}{6kT}\sum_i n_{iz}^2=\frac{\mu E}{3kT}.
$$

With $N$ defects per volume, the polarization is $P=N\mu\langle n_z\rangle=\varepsilon_0\chi E$, where

$$
\chi=\frac{N\mu^2}{3\varepsilon_0kT}. \tag{8}
$$

**Elastic response.** Let $x$ be the number of defects per unit cell and $V_0$ the cell volume. If all defects shared one axis, the strain per unit $x$ would be $\lambda_\parallel$ along it and $\lambda_\perp$ across it. Put $\Delta\lambda=\lambda_\parallel-\lambda_\perp$. A tensile stress $\sigma$ along $z$ gives

$$
U_i=-V_0\sigma\left(\lambda_\perp+\Delta\lambda\,n_{iz}^2\right).
$$

The term with $\lambda_\perp$ is common to all directions and drops out. Equation (7) then yields

$$
q_z^{\rm eq}=\frac{V_0\Delta\lambda\,\sigma}{6kT}
\sum_i n_{iz}^2\left(n_{iz}^2-\tfrac13\right)
=\frac{2V_0\Delta\lambda\,\sigma}{9kT},
$$

because two directions each contribute $2/3$ to the sum. The reorientation strain is $e_{\rm an}=x\Delta\lambda\,q_z=\delta S\,\sigma$, with

$$
\delta S=\frac{2xV_0(\Delta\lambda)^2}{9kT}. \tag{9}
$$

Stress along $[111]$ acts differently. Each $\mathbf n_i$ has squared projection $1/3$ on that direction, so all six energies shift equally and there is no first-order reorientation.

## Alternating forces

When the force changes in time, the expanded balance equation in the proof of Lemma 2 still holds. It reads $d\delta_i/dt=w\sum_{j\perp i}(y_j-y_i)$, with the present energies in $y_i$. Each response therefore relaxes at its own rate towards the equilibrium value for the present force.

Let $u$ be either response, $s$ its equilibrium value per unit force, and $r$ the matching rate. For a force $F_0e^{i\omega t}$,

$$
\frac{du}{dt}=-r\left(u-sF_0e^{i\omega t}\right),
\qquad
u=\frac{sF_0}{1+i\omega/r}\,e^{i\omega t}.
$$

The second expression follows by inserting $u\propto e^{i\omega t}$. With $z=\omega/r$, the loss is $s\,z/(1+z^2)$. Its derivative is proportional to $1-z^2$, so at fixed temperature the loss peaks at $\omega=r$, with height $s/2$. The electrical peak lies at $4w$ and the elastic one at $6w$.

In a temperature sweep at fixed $\omega$, let $w=\nu_0e^{-E_a/kT}$, with attempt frequency $\nu_0$ and barrier $E_a$. The condition $\omega=gw$, where $g=4$ or $6$, gives

$$
T_g=\frac{E_a}{k\ln(g\nu_0/\omega)}. \tag{10}
$$

The strengths (8) and (9) also fall as $1/T$, which moves the maximum slightly. Since $z/(1+z^2)=\tfrac12\,{\rm sech}(\ln z)$ and $d(\ln z)/dT=-E_a/(kT^2)$, the maximum of the loss satisfies

$$
-\frac1T+\frac{E_a}{kT^2}\tanh(\ln z)=0,
\qquad \tanh(\ln z)=\frac{kT}{E_a}.
$$

For $kT\ll E_a$, this places the maximum below $T_g$ by about $k^2T_g^3/E_a^2$.

## What must be held fixed

For independent defects (assumption 3), the rates $4w$ and $6w$ belong to fixed field and fixed stress. At fixed electric displacement $D$, the relaxing polarization changes the field. Let $\varepsilon_r$ be the relative permittivity without the defect dipoles, so that $D=\varepsilon_0\varepsilon_rE+P$. Substituting $E=(D-P)/(\varepsilon_0\varepsilon_r)$ gives

$$
\frac{dP}{dt}=-4w(P-\varepsilon_0\chi E)
=-4w\left[\left(1+\frac{\chi}{\varepsilon_r}\right)P
-\frac{\chi}{\varepsilon_r}D\right].
$$

The rate is now $4w(1+\chi/\varepsilon_r)$.

Similarly, take a bar along $[001]$ with free sides, held at fixed total strain $e$. With $M$ its Young's modulus before reorientation, $\sigma=M(e-e_{\rm an})$. Inserting this into $de_{\rm an}/dt=-6w(e_{\rm an}-\delta S\,\sigma)$ gives the rate $6w(1+M\delta S)$. In both cases the reorientation reduces the force that sustains it, which speeds up the approach to equilibrium.

## Example: a vacancy pair in a cubic perovskite

Consider a divalent acceptor on the titanium site of cubic SrTiO$_3$, with a bound oxygen vacancy. The six oxygen sites form an octahedron, and hops along its edges are the 90-degree jumps of the model. A straight hop to the opposite site would pass through the acceptor, which motivates assumption 2.

The parameters are rough round values: lattice constant $a=0.39$ nm, $\nu_0=10^{13}$ Hz, $E_a=0.70$ eV, $x=10^{-3}$, $\varepsilon_r=250$, $\Delta\lambda=0.10$ and $M=270$ GPa. At 350 K, $kT=0.03016$ eV, and

$$
w=10^{13}\,e^{-0.70/0.03016}\ {\rm s^{-1}}\approx 833\ {\rm s^{-1}}.
$$

The decay rates are $4w\approx3330$ s$^{-1}$ and $6w\approx5000$ s$^{-1}$, so

$$
\tau_{\rm diel}\approx0.300\ {\rm ms},\qquad
\tau_{\rm el}\approx0.200\ {\rm ms}.
$$

After 0.30 ms without applied forces, about 37% of an initial polarization remains, but only 22% of an initial alignment.

**Strengths.** Opposite vacancy sites are one lattice constant apart. If the acceptor does not alter the surrounding polarization, moving the vacancy charge $2e$ between them changes the energy by $2eEa$ in the macroscopic field $E$. This must equal $2\mu E$, so $\mu=ea=0.39\,e\,$nm. The defect density $x/a^3$ is $1.69\times10^{19}$ cm$^{-3}$, and (8) gives $\chi\approx0.51$. At 10 kV/cm the equilibrium polarization is $4.5\times10^{-4}$ $\mu$C/cm$^2$.

For the elastic response, $M\delta S\approx0.0074$. A stress of 10 MPa along $[001]$ produces a reorientation strain of $0.0074\times(10\ {\rm MPa}/270\ {\rm GPa})\approx2.7\times10^{-7}$.

**Temperature sweep.** At 1000 Hz, $\omega=2\pi\times1000$ s$^{-1}$, and equation (10) puts the electrical peak at 359.8 K and the elastic peak at 353.5 K. Including the $1/T$ strengths moves them to 359.1 K and 352.8 K. Both shifts are about 0.7 K, in agreement with the estimate above. The factor $3/2$ thus appears as a separation of about 6 K, between peaks that are each about 40 K wide at half height. These positions are for the reorientation loss alone.

## Size of the neglected effects

**Boundary conditions and nonlinearity.** Fixing $D$ instead of $E$ raises the polar rate by 0.2%; fixing the bar length instead of the stress raises the elastic rate by 0.7%. The mean interaction between defects, dropped by assumption 3, is of the same order and opposite in sign. At fixed $E$, the other dipoles add an average field $P/(3\varepsilon_0\varepsilon_r)$, which lowers the polar rate by $\chi/(3\varepsilon_r)\approx0.07\%$. At fixed stress, a continuum estimate with $c_{11}\approx318$, $c_{12}\approx103$ and $c_{44}\approx124$ GPa lowers the elastic rate by about 0.5%. The differences of 0.2% and 0.7% between the boundary conditions are unchanged. At 10 kV/cm, $h=\mu E/kT=0.013$. The Boltzmann distribution gives the field-induced alignment

$$
\frac{\cosh h}{\cosh h+2}-\frac13
=\frac{2(\cosh h-1)}{3(\cosh h+2)}
\approx\frac{h^2}{9},
$$

or $1.9\times10^{-5}$ here. This counts only the permanent dipole. Electrostriction of the host, with $Q_{11}-Q_{12}\approx0.06$ m$^4$/C$^2$, strains the crystal at the same order in $E$ and, through $\Delta\lambda$, gives a term of similar size, about $1.7\times10^{-5}$. The stress of 10 MPa has $V_0\Delta\lambda\,\sigma/kT=0.012$, so it too is weak. The field is 5% of an assumed rough breakdown field of 200 kV/cm.

**Excursions.** The vacancy can visit the 24 sites of the next oxygen shell, taken to lie 0.25 eV higher. Let level and downhill hops have rate $w$, and uphill hops $w e^{-0.25\,{\rm eV}/kT}$. Counting only the signal on the inner six sites, the inverse correlation times are $4.0004w$ and $6.0006w$. If the larger dipoles on the outer sites are counted too, the polar value becomes about $3.96w$, a change of 1%. These estimates omit onward escape.

**Dissociation and conduction.** For an assumed binding energy $E_b=0.50$ eV, let $x_f$ be the number of free vacancies per cell, equal to that of free acceptors. There are three vacancy sites per cell and six orientations per pair, so neglecting Coulomb interactions between free defects gives

$$
\frac{x_f^2}{x-x_f}=\frac12e^{-E_b/kT},\qquad
\frac{x_f}{x}\approx0.0056 .
$$

Free vacancies carry current, which adds to the electrical loss. If they hop at the same rate $w$ to eight neighbours at distance $a/\sqrt2$, their diffusion coefficient is $D_v=8w(a^2/2)/6=2wa^2/3$. At $\omega=4w$, their loss relative to the dipolar peak $\chi/2$ is

$$
\frac{(x_f/V_0)(2e)^2D_v/(\varepsilon_0kT\,4w)}
{(x/V_0)(ea)^2/(6\varepsilon_0kT)}
=\frac{4x_f}{x}\approx0.022 .
$$

This small value rests on the assumed binding energy and on equal barriers. With $E_b=0.40$ eV it would be about 0.12. With $E_b=0.50$ eV, a free-vacancy barrier lower by 0.1 eV would multiply it by $e^{0.1/0.03016}\approx28$, making the conduction loss about 60% of the dipolar peak. Because this background rises with temperature, it also moves the maximum of the total electrical loss in the 1000 Hz sweep. The maximum goes from 359.1 K to 359.7 K for $E_b=0.50$ eV and to 362.6 K for $E_b=0.40$ eV, and with the lower free-vacancy barrier it disappears.

**Tunnelling.** The leading correction for tunnelling through the barrier, with $\nu_0$ also used as the barrier frequency, is $1+(h_{\rm P}\nu_0/kT)^2/24\approx1.08$, where $h_{\rm P}$ is Planck's constant. Taken alone, it raises $w$ by 8%. Quantized vibrations around the starting site and at the barrier top can give further corrections of similar size, which are not included here. All of these change the same $w$, so they leave the ratio of the rates unchanged.

**Comparison with real crystals.** SrTiO$_3$ is cubic at 350 K, and the lattice constant and permittivity used here are close to its real values. The jump barrier, binding energy and $\Delta\lambda$ depend on the acceptor and are assumptions, so the millisecond scale is not a prediction for a particular sample. Real crystals also contain charged defects and internal strains that can make barriers differ from site to site. A barrier change of 0.01 eV alters $w$ by a factor $e^{0.01/0.03016}\approx1.4$, nearly as large as the ratio being sought. A test of the factor $3/2$ therefore needs electrical and mechanical data from equivalent material, taken at the same temperature or corrected to it with a known jump barrier, and with the conduction loss separated. Electronic leakage, which is not modelled here, must be separated as well. The numerical output below gives the inputs and most of the values quoted in this example.

## Calculated quantities

```
Exact eigenvalues in units of w, with multiplicities: {-6: 2, -4: 3, 0: 1}
Input temperature: 350 K
Input lattice constant: 0.39 nm
Input attempt frequency: 1.0e+13 Hz
Input jump barrier: 0.70 eV
Input defects per cell: 1.0e-03
Input relative permittivity: 250
Input strain anisotropy per unit x: 0.10
Input Young modulus: 270 GPa
Input field: 10 kV/cm
Input stress along [001]: 10 MPa
Input measurement frequency: 1000 Hz
Input pair binding energy: 0.50 eV
Input second-shell energy: 0.25 eV
Input rough breakdown field: 200 kV/cm
Thermal energy: 0.03016 eV
Jump rate w to each target: 832.6 1/s
Polarization decay rate: 3330.5 1/s
Elastic decay rate: 4995.7 1/s
Polarization relaxation time: 0.3003 ms
Elastic relaxation time: 0.2002 ms
Relaxation-time ratio: 1.5000
Observation time: 0.30 ms
Polarization fraction left: 0.3682
Elastic fraction left: 0.2234
Defect density: 1.686e+19 1/cm3
Dipole moment: 0.390 e nm
Dipolar susceptibility: 0.5128
Equilibrium polarization: 4.540e-04 uC/cm2
Relative compliance step M delta S: 0.00737
Equilibrium anelastic strain: 2.728e-07
polar peak, omega = rate: 359.84 K
polar peak, with 1/T prefactor: 359.14 K
elastic peak, omega = rate: 353.49 K
elastic peak, with 1/T prefactor: 352.83 K
Fixed-D relative rate increase: 0.00205
Fixed-length relative rate increase: 0.00737
polar inverse correlation time with shell 2: 4.000431 w
elastic inverse correlation time with shell 2: 6.000580 w
Dissociated fraction: 0.00560
Ionic conduction loss / dipolar peak loss: 0.0224
Tunnelling factor common to both rates: 1.0783
Field energy / thermal energy: 0.01293
Stress energy / thermal energy: 0.01228
Field-induced tetragonal alignment: 1.858e-05
Applied field / breakdown field: 0.050
```
